Nuclear cusp, p⁻⁸ momentum tail, and the reach of Gaussians

**Definitions and conventions**

Hartree atomic units are used, so ħ = 1 and momentum p is measured in bohr⁻¹. The momentum amplitude and momentum density of an orbital ψ are

φ(p) = (2π)^(−3/2) ∫ ψ(r) e^(−ip·r) d³r,  n(p) = |φ(p)|².

The orbital is a real, normalized s state in a central potential. Near the nucleus, V = −Z/r plus terms that stay finite. As a function of r on r ≥ 0, ψ is assumed smooth up to r = 0, and ψ and its derivatives are assumed to decay exponentially at large r. Smoothness in r permits a cusp in space, because r itself has a conical point at the nucleus.

Put f(r) = rψ(r). The radial Schrödinger equation is

f'' = 2(V − E)f.

As r → 0, f → rψ(0), so Vf → −Zψ(0) and Ef → 0. Hence

f''(0) = −2Zψ(0).

Direct differentiation gives f'' = 2ψ' + rψ'', so f''(0) = 2ψ'(0). Therefore

ψ'(0) = −Zψ(0).

This is the nuclear cusp condition. The result to be derived from it is

n(p) → 8Z²ψ(0)²/(πp⁸) as p → ∞. (1)

It concerns a single orbital. Singularities where electrons meet in a correlated wavefunction are not treated here.

**First derivation: the endpoint at the nucleus**

Let u be the cosine of the angle between p and r. The angular integral is

2π ∫₋₁¹ e^(−ipru) du = 4π sin(pr)/(pr).

Multiplying by r²ψ and using 4π/(2π)^(3/2) = √(2/π) gives

φ(p) = √(2/π) (1/p) ∫₀^∞ f(r) sin(pr) dr. (2)

Integrate by parts twice. The terms at infinity vanish, and so does the term with sin(pr) at r = 0:

∫₀^∞ f sin(pr) dr = f(0)/p + (1/p) ∫₀^∞ f' cos(pr) dr
= f(0)/p − (1/p²) ∫₀^∞ f'' sin(pr) dr.

Applying the same identity to f'' gives

∫₀^∞ f sin(pr) dr = f(0)/p − f''(0)/p³ + (1/p⁴) ∫₀^∞ f'''' sin(pr) dr.

One more integration by parts shows that the last integral is of order 1/p, so the remainder is of order p⁻⁵. Since f(0) = 0 and f''(0) = −2Zψ(0),

φ(p) = √(2/π) 2Zψ(0)/p⁴ + O(p⁻⁶). (3)

Squaring the leading term gives (2/π)·4Z²ψ(0)²/p⁸, which is equation (1).

The role of the cusp becomes plain when the Coulomb singularity is removed. Suppose V is finite and smooth in r at the origin. Then f''(0) = 0. Differentiating the radial equation twice gives

f'''' = 2V''f + 4V'f' + 2(V − E)f''.

At r = 0, f = f'' = 0 and f' = ψ(0), so f''''(0) = 4V'(0)ψ(0). The next endpoint term is +f''''(0)/p⁵, and therefore

n(p) → 32V'(0)²ψ(0)²/(πp¹²),

provided V'(0) ≠ 0.

Two model potentials with Z = 2 and μ = 1 bohr⁻¹ show the difference. Their ground states were found by diagonalization in a Laguerre basis, and equation (2) was then integrated numerically. For V = −Z e^(−μr)/r, the logarithmic slope of n between p = 20 and 40 bohr⁻¹ is −7.94. For V = −Z(1 − e^(−μr))/r, which is finite at the nucleus, it is −12.04. In the first case p⁸n/ψ(0)² is 10.15 at p = 80 bohr⁻¹, against the limit 8·2²/π = 10.19.

**Second derivation: a continuous sum of Gaussians**

The same tail can be obtained from the exponents needed to build the cusp. First, the transform of one Gaussian is required. In one dimension let

G(p) = (2π)^(−1/2) ∫ e^(−αx²−ipx) dx.

Differentiation with respect to p brings down −ix, and integration by parts then gives G' = −(p/2α)G. Since G(0) = (2α)^(−1/2), G = (2α)^(−1/2) e^(−p²/4α). The product over three directions is

e^(−αr²) → (2α)^(−3/2) e^(−p²/4α). (4)

Now assume that the orbital has the representation

ψ(r) = ∫₀^∞ w(α) e^(−αr²) dα,

with α^(3/2)w(α) → C as α → ∞, and with |w|α^(−3/2) integrable over any finite range starting at α = 0. These conditions make the integrals converge and allow the Fourier transform to be taken under the α integral.

The cusp fixes C. Consider

ψ(0) − ψ(r) = ∫₀^∞ w(α)(1 − e^(−αr²)) dα.

Any finite range of α contributes O(r²), because 1 − e^(−αr²) ≤ αr². The term linear in r must come from large α, where w may be replaced by Cα^(−3/2). With β = αr²,

ψ(0) − ψ(r) → Cr ∫₀^∞ β^(−3/2)(1 − e^(−β)) dβ.

Integration by parts turns the integral into 2∫₀^∞ β^(−1/2)e^(−β) dβ = 2√π; the endpoint terms vanish. The cusp condition says that the left side is Zψ(0)r to first order, so

C = Zψ(0)/(2√π).

By equation (4),

φ(p) = ∫₀^∞ w(α)(2α)^(−3/2) e^(−p²/4α) dα.

At large p the factor e^(−p²/4α) suppresses every finite range of α exponentially. The large-α form of w then suffices for the leading term. With v = 1/α,

φ(p) → C 2^(−3/2) ∫₀^∞ α⁻³ e^(−p²/4α) dα
= C 2^(−3/2) ∫₀^∞ v e^(−p²v/4) dv
= C 2^(−3/2)·16/p⁴.

Inserting C gives 4Zψ(0)/(√(2π)p⁴) = √(2/π) 2Zψ(0)/p⁴. This is the leading term of equation (3), and its square is again equation (1).

The integrand also shows which exponents serve a given momentum. Per unit of ln α it is proportional to α⁻²e^(−p²/4α), which is largest at α = p²/8. Momentum p therefore draws mainly on exponents near p²/8, or equivalently an exponent α serves momenta near 2√2·√α.

**The hydrogen-like 1s state with a cut in exponent**

For ψ = √(Z³/π) e^(−Zr) the weight w is known in closed form. Consider

I = ∫₀^∞ α^(−3/2) e^(−Z²/4α−αr²) dα.

With s = α^(−1/2), α^(−3/2)dα = −2ds, and

Z²s²/4 + r²/s² = (Zs/2 − r/s)² + Zr.

Thus I = 2e^(−Zr)J, where J = ∫₀^∞ exp[−(Zs/2 − r/s)²] ds. The substitution s → 2r/(Zs) leaves the exponential unchanged and gives the same J with an extra factor 2r/(Zs²). Averaging the two forms, and using t = Zs/2 − r/s with dt = (Z/2 + r/s²)ds, gives

J = (1/Z) ∫₋∞^∞ e^(−t²) dt = √π/Z.

Consequently

e^(−Zr) = [Z/(2√π)] ∫₀^∞ α^(−3/2) e^(−Z²/4α) e^(−αr²) dα.

Stop this integral at α = A and call the resulting momentum amplitude φ_A. With q = (p²+Z²)/4, equation (4) makes it proportional to

∫₀^A α⁻³ e^(−q/α) dα = ∫_(1/A)^∞ v e^(−qv) dv = (1 + q/A)e^(−q/A)/q².

The uncut integral is 1/q². Restoring the prefactors gives

n(p) = 8Z⁵/[π²(p²+Z²)⁴],

φ_A/φ = (1 + x)e^(−x),  x = (p²+Z²)/(4A). (5)

Since ψ(0)² = Z³/π, the large-p limit of n agrees with equation (1). For Z = 1, n has reached 96.1% of its tail law at p = 10 bohr⁻¹.

The density ratio (φ_A/φ)² falls to one half at x = 1.078. For A ≫ Z² this means p = 2√(1.078A) = 2.08√A. Beyond that region the ratio is (1+x)²e^(−2x), a Gaussian in p times a polynomial. The polynomial slows the fall at first, and the decay rate approaches that of the Gaussian only for x ≫ 1.

**A finite Gaussian sum**

A finite sum of nucleus-centred s Gaussians is even in r, so rψ is odd and all its even derivatives vanish at r = 0. Each endpoint term of the first derivation is then zero, and no inverse power of p survives. Equation (4) shows the same thing directly: every term decays as a Gaussian.

To locate the edge, write

φ_G(p) = Σᵢ bᵢ e^(−p²/4αᵢ),  S(p) = Σᵢ |bᵢ| e^(−p²/4αᵢ).

For p ≥ p₀, each exponential shrinks between p₀ and p by at least the factor belonging to the largest exponent. Hence

|φ_G(p)| ≤ S(p₀) e^(−(p²−p₀²)/4α_max).

Compare this with the hydrogen-like 1s amplitude. Define y = (p²+Z²)/(4α_max), so that φ ∝ y⁻², and let B be S/φ at y = 2. Taking y = 2 as the starting point, which assumes 8α_max ≥ Z², gives

|φ_G/φ| ≤ B(y/2)² e^(2−y) for y ≥ 2. (6)

The choice y = 2 is natural because y²e^(−y) has its maximum there and decreases afterwards. If B > 1/√2, let y_c > 2 be the point where the right side equals 1/√2. Beyond y_c the density ratio is below one half. The half-density momentum therefore satisfies

p_half < 2√(y_c α_max).

If all coefficients are positive, B is the actual amplitude ratio at y = 2. For B = 1 the ceiling is 3.70√α_max. If coefficients of mixed sign cancel, S exceeds |φ_G| and the ceiling is weaker. The equation for y_c can be written

y_c − 2 ln(y_c/2) = 2 + ln(√2 B),

so y_c grows only logarithmically when B is large. At fixed B the ceiling scales as √α_max. It bounds the edge only from above, and its prefactor depends on the basis through B; where the edge actually lies is found numerically in the example below.

Inequality (6) limits how far a basis can reach. It does not guarantee accuracy below the edge, which also requires exponents spaced closely enough to represent the α integral.

**Worked example: the hydrogen atom**

The example is the nonrelativistic hydrogen atom with a fixed point nucleus, Z = 1. The basis exponents are 0.08·3^k bohr⁻² with k = 0, …, N−1. The coefficients minimize the energy and come from a generalized matrix eigenvalue problem. For N = 6,

α_max = 0.08·3⁵ = 19.44 bohr⁻²,  √α_max = 4.409 bohr⁻¹.

A numerical root search places the half-density point at p_half = 15.935 bohr⁻¹, so p_half/√α_max = 15.935/4.409 = 3.61. The three bases compare as follows:

N = 6: E = −0.499735 hartree, p_half = 3.61√α_max, ceiling 3.72√α_max.
N = 8: E = −0.499965 hartree, p_half = 3.63√α_max, ceiling 3.73√α_max.
N = 10: E = −0.499974 hartree, p_half = 3.64√α_max, ceiling 3.74√α_max.

All coefficients in these three sums are positive. From N = 6 to N = 10 the largest exponent grows by 3⁴ = 81, and p_half grows from 15.9 to 144.5 bohr⁻¹, close to the factor √81 = 9.

Up to p = √α_max, the density differs from the exact one by at most 2.4% of the exact value on the momentum grid used. Beyond that point it first dips 5 to 6% below the exact density, near 1.5√α_max, then overshoots by 16 to 18% at a peak near 2.3√α_max, and finally collapses. At 6√α_max it is about 3·10⁻⁴ of the exact density. The overshoot arises because the steepest Gaussian takes on part of the weight of the missing steeper ones. Its coefficient is about 1.6 times the one that the same exponent receives when the basis is continued to N = 13, and with that smaller coefficient the overshoot disappears.

Spacing matters as well. Fifteen exponents with ratio √3 cover the same range as the N = 8 basis, with the same α_max = 174.96 bohr⁻². They give p_half = 4.26√α_max, below their own ceiling of 4.76√α_max. At least one coefficient is now negative. The amplitude ratio at y = 2 is 1.02, for which a sum with positive coefficients could not pass about 3.73√α_max. Cancellation between Gaussians has therefore moved the edge outward. This is not a gain in accuracy near the edge: the overshoot grows to 32%, at a peak near 3.3√α_max.

**Consequence for a momentum-weighted property**

The expectation value ⟨p⁴⟩ is the squared norm of ∇²ψ. For the 1s state ∇²ψ = (Z² − 2Z/r)ψ, with ⟨1/r⟩ = Z and ⟨1/r²⟩ = 2Z². Therefore

⟨p⁴⟩ = Z⁴ − 4Z³·Z + 4Z²·2Z² = 5Z⁴.

In momentum space the integrand is 4πp⁶n(p), which falls only as p⁻². For the cut integral, without renormalization, the missing part is

Δ = ∫₀^∞ 4πp⁶n(p)[1 − (1+x)²e^(−2x)] dp.

At fixed p the bracket is of order A⁻², so for large A the leading contribution comes from p of order √A. There 4πp⁶n may be replaced by 32Z⁵/(πp²), and x by t² with p = 2√A t:

Δ → [16Z⁵/(π√A)] ∫₀^∞ t⁻²[1 − (1+t²)²e^(−2t²)] dt.

The derivative of the bracket is 4t³(1+t²)e^(−2t²). Integration by parts, with vanishing endpoint terms, turns the integral into

4∫₀^∞ (t² + t⁴)e^(−2t²) dt = 4√(2π)(1/16 + 3/64) = 7√(2π)/16.

Hence

Δ → 7√2 Z⁵/√(πA).

The variational sums have a different prefactor but show nearly the same scaling. Numerical integration gives missing amounts of 0.611, 0.197 and 0.065 atomic units for N = 6, 8 and 10. Multiplied by √α_max, these become 2.70, 2.61 and 2.57. The scaling lasts only while the missing steep exponents dominate the error. At the same ratio and smallest exponent the product falls to 2.42 at N = 14 and 2.1 at N = 16, consistent with a small offset that does not depend on α_max. At N = 10 the error in ⟨p⁴⟩ is 0.065/5 = 1.3%, while the energy error is 0.000026/0.5 = 0.005%. A good energy therefore does not certify a property that weights the momentum tail.

**What the two derivations assume**

The first derivation needs rψ to be smooth on r ≥ 0 and to decay with its derivatives. Given that smoothness, only data at the nucleus enter the result. The assumption matters at every radius: a step in V at r = R makes f'' jump there, and the same integration by parts then adds to φ a term proportional to cos(pR)/p⁴, of the same order as the cusp term. The derivation gives the sequence of inverse powers, and shows that p⁻¹² replaces p⁻⁸ when V is finite at the origin with V'(0) ≠ 0. It shows that a finite Gaussian sum has no power-law tail, but not at which momentum the sum begins to fail.

The second derivation needs a Gaussian representation whose weight behaves as Cα^(−3/2) at large α. This was shown explicitly for the hydrogen-like 1s state and assumed for other orbitals. In return it assigns each momentum a range of exponents, so the effect of a largest exponent can be calculated.

Both take the value of ψ'(0)/ψ(0) from the Coulomb singularity. A finite nuclear charge distribution removes that singularity, and equation (1) then loses its basis as the limit p → ∞.
